# Lorenz Number of Nondegenerate Electrons Scattered by Acoustic Phonons

## Problem

An n-type semiconductor contains so few conduction electrons that they obey Maxwell–Boltzmann statistics. The band is parabolic, and the electrons are scattered by long-wave acoustic phonons through a deformation potential. The phonon energies involved are small compared with $k_BT$. There are no holes, and the phonons stay in equilibrium at the local temperature.

The Lorenz number is defined by

$$L=\frac{\kappa_e}{\sigma T},$$

where $\sigma$ is the electrical conductivity and $\kappa_e$ is the electronic heat conductivity measured with no electric current flowing. Estimate $L$ by scaling, then calculate it from the Boltzmann equation, and explain the difference.

Apply the result to a model at $T=50$ K with $n=10^{13}\ \mathrm{cm^{-3}}$. It has four isotropic valleys of mass $m=0.2\,m_0$, a deformation potential $D=10$ eV, a longitudinal elastic constant $c_l=150$ GPa and a mass density $\rho=5.3\ \mathrm{g/cm^3}$. These are round values, roughly in the regime of pure n-type germanium. How far do the effects left out of the ideal model move $L$?

## First estimate by scaling

Treat the electrons as a gas in which every particle has the same relaxation time $\tau$. Kinetic theory and the Drude formula give

$$\kappa_e\approx\frac13\,n c\,v^2\tau,\qquad \sigma\approx\frac{ne^2\tau}{m}.$$

Here $c=\tfrac32k_B$ is the heat capacity per electron, and equipartition gives $v^2=3k_BT/m$. Therefore

$$\kappa_e\approx\frac13\,n\left(\frac32k_B\right)\frac{3k_BT}{m}\,\tau=\frac32\,\frac{nk_B^2T\tau}{m}.$$

Dividing by $\sigma T$ removes $n$, $m$ and $\tau$:

$$L_{\rm est}=\frac32\left(\frac{k_B}{e}\right)^2 .$$

With $(k_B/e)^2=7.426\times10^{-9}\ \mathrm{W\,\Omega/K^2}$, this is $1.11\times10^{-8}\ \mathrm{W\,\Omega/K^2}$. The estimate fixes the natural unit, but not the numerical factor: it ignores the fact that electrons of different energy contribute differently to the two currents.

## Exact solution of the ideal model

### The relaxation time

Let $E$ be the kinetic energy measured from the band edge. A sound wave with displacement $\mathbf u$ shifts the edge by $D\,\nabla\!\cdot\mathbf u$. In a crystal of volume $V$, a longitudinal mode of wave number $q$ and frequency $\omega=v_sq$ has displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$ for each phonon operator, and the divergence supplies a factor $q$. With $N_q$ phonons in the mode, the squared matrix elements for absorption and emission add up to

$$|M|^2=\frac{D^2\hbar q^2}{2\rho V\omega}\,(2N_q+1).$$

For $\hbar\omega\ll k_BT$ we have $2N_q+1\approx2k_BT/\hbar\omega$. Using $c_l=\rho v_s^2$,

$$V|M|^2=\frac{D^2k_BTq^2}{\rho\omega^2}=\frac{D^2k_BT}{c_l}.$$

The wave number has cancelled, so all final directions are equally likely. The factor $1-\cos\theta$ that measures loss of momentum then averages to one. Neglecting the energy exchanged in a collision, the golden rule gives

$$\frac1\tau=\frac{2\pi}{\hbar}\frac{D^2k_BT}{c_l}\,g(E),\qquad g(E)=\frac{m^{3/2}\sqrt{2E}}{2\pi^2\hbar^3}.$$

Here $g$ is the density of states per volume for one valley and one spin, because the collision conserves spin and, in this model, valley. Thus $\tau\propto E^{-1/2}$. Since $v=\sqrt{2E/m}$, the mean free path is independent of energy:

$$\ell=v\tau=\frac{\pi\hbar^4c_l}{m^2D^2k_BT}.$$

### The distribution in a field and a temperature gradient

Let $\mu$ be the chemical potential measured from the band edge, and $E_c(z)$ the potential energy of that edge. The local equilibrium distribution is $f_0=e^{(\mu-E)/k_BT}$. Differentiating it at fixed $E$ gives

$$\frac{\partial f_0}{\partial z}=\left(-\frac{\partial f_0}{\partial E}\right)\left[\frac{d\mu}{dz}+\frac{E-\mu}{T}\frac{dT}{dz}\right].$$

The force $-dE_c/dz$ adds the term $(-\partial f_0/\partial E)\,v_z\,dE_c/dz$ to the drift side of the Boltzmann equation. The two potential gradients combine into that of the electrochemical potential $\mu+E_c$. Define the effective field $\mathcal E$, with electron charge $-e$, by

$$e\mathcal E=\frac{d(\mu+E_c)}{dz}.$$

To first order in the gradients, the deviation from equilibrium is

$$\delta f=-\tau v_z\left(-\frac{\partial f_0}{\partial E}\right)\left[e\mathcal E+\frac{E-\mu}{T}\frac{dT}{dz}\right].$$

Maxwell–Boltzmann statistics give $-\partial f_0/\partial E=f_0/k_BT$. Averaging over directions replaces $v_z^2$ by $v^2/3=2E/3m$. Each energy therefore enters the currents with the transport function

$$\Xi(E)=2N_v\,g(E)\,\frac{2E}{3m}\,\tau(E),$$

where $N_v$ is the number of valleys and the factor 2 counts spin. Because $\tau\propto1/g$, the density of states drops out and $\Xi\propto E$.

### The two currents

Set $x=E/k_BT$ and $\eta=\mu/k_BT$. The weight of each energy is $\Xi f_0\propto xe^{-x}$. This is already normalized, since $\int_0^\infty xe^{-x}dx=1$. Let angle brackets denote an average with this weight. The conductivity is

$$\sigma=\frac{e^2}{k_BT}\int_0^\infty\Xi f_0\,dE .$$

The charge current is $-e$ times the electron flux, and the heat current carries $E-\mu$ per electron. Inserting $\delta f$ and using $(E-\mu)/T=k_B(x-\eta)$,

$$J=\sigma\left[\mathcal E+\frac{k_B}{e}\langle x-\eta\rangle\frac{dT}{dz}\right],$$

$$Q=-\sigma T\left[\frac{k_B}{e}\langle x-\eta\rangle\,\mathcal E+\left(\frac{k_B}{e}\right)^2\langle(x-\eta)^2\rangle\frac{dT}{dz}\right].$$

At $J=0$ the first equation fixes the field:

$$\mathcal E=-\frac{k_B}{e}\langle x-\eta\rangle\frac{dT}{dz}.$$

Its ratio to the temperature gradient is the Seebeck coefficient $S=-(k_B/e)(\langle x\rangle-\eta)$. Substitution in $Q$ gives

$$Q=-\sigma T\left(\frac{k_B}{e}\right)^2\left[\langle(x-\eta)^2\rangle-\langle x-\eta\rangle^2\right]\frac{dT}{dz}.$$

The factor multiplying $-dT/dz$ is $\kappa_e$. The bracket is a variance, which does not change when $x$ is shifted by a constant, so $\eta$ cancels:

$$L=\left(\frac{k_B}{e}\right)^2\left[\langle x^2\rangle-\langle x\rangle^2\right].$$

The remaining integrals are

$$\langle x\rangle=\int_0^\infty x^2e^{-x}dx=2,\qquad \langle x^2\rangle=\int_0^\infty x^3e^{-x}dx=6.$$

The variance is $6-2^2=2$, and hence

$$L=2\left(\frac{k_B}{e}\right)^2=1.485\times10^{-8}\ \mathrm{W\,\Omega/K^2}.$$

The same value follows numerically by a route that does not use the chemical potential. The distribution is written at fixed density, its temperature derivative is taken by finite differences, and the force is chosen to stop the current. The resulting heat flux gives $L=1.48517\times10^{-8}\ \mathrm{W\,\Omega/K^2}$.

The zero-current condition is essential. At $\mathcal E=0$ the corresponding coefficient, in units of $(k_B/e)^2$, is $\langle(x-\eta)^2\rangle=2+(2-\eta)^2$. It depends on doping and includes heat carried by a net flow of electrons.

## Comparison with the estimate

The estimate is 25% below the exact value. To see why, suppose that $\tau\propto E^r$. Then $\Xi\propto E^{r+3/2}$, and the weight is $x^{a-1}e^{-x}$ with $a=r+\tfrac52$. For $a>0$, gamma functions give

$$\langle x\rangle=\frac{\Gamma(a+1)}{\Gamma(a)}=a,\qquad \langle x^2\rangle=\frac{\Gamma(a+2)}{\Gamma(a)}=a(a+1).$$

The variance is $a(a+1)-a^2=a$, so

$$L=\left(r+\frac52\right)\left(\frac{k_B}{e}\right)^2 .$$

Acoustic scattering has $r=-\tfrac12$ and gives 2. A constant $\tau$ gives 2.5, and $r=\tfrac32$ gives 4.

The heat capacity used in the estimate is itself a variance, but one taken over the electrons present, whose weight is $\sqrt x\,e^{-x}$. This has $a=\tfrac32$, the factor found by scaling. Transport uses the weight $xe^{-x}$ instead, in which fast electrons count for more and the energies are spread more widely. Even for constant $\tau$, the simple estimate misses the factor $v^2$ in the weight. It would agree with the exact formula for $r=-1$, which is not the acoustic law.

The factor 2 also has a geometrical reading. Since $g v\propto E$, any mean free path independent of energy gives $\Xi\propto g v\ell\propto E$, and so the same $L$. This applies to currents along a film with isotropic bulk scattering as above and diffuse walls, provided that the electron states and phonons remain bulk-like. The walls shorten the path by a geometrical factor that does not depend on energy. They lower $\sigma$ and $\kappa_e$ together and leave their ratio unchanged.

An ellipsoidal valley does not change the factor if $\tau$ depends on energy alone. Scaling each wave-vector component by the square root of its mass makes the energy surfaces spherical. At fixed energy, the average of $v_i^2$ is then $2E/(3m_i)$. The mass $m_i$ changes the conductivity along axis $i$, but multiplies all energy moments equally. Direct integration over wave vector for a mass ratio of 20 gives conductivities in the ratio 20 and a factor 2.000000 along both axes.

## Numbers for the model

The mean free path is $\ell=991$ nm at 50 K. To find the mobility, write $\Xi=2N_vg\,v\ell/3$ in the conductivity integral. The integral of $2N_vgf_0$ is $n$, so $\sigma=ne^2\bar v\ell/(3k_BT)$, with the Maxwell mean speed $\bar v=\sqrt{8k_BT/\pi m}$. The mobility is therefore

$$b=\frac{e\ell\bar v}{3k_BT}=\frac{2\sqrt{2\pi}\,e\hbar^4c_l}{3m^{5/2}(k_BT)^{3/2}D^2}=7.53\times10^4\ \mathrm{cm^2/Vs}.$$

The conductivity is

$$\sigma=enb=(1.602\times10^{-19}\ \mathrm C)(10^{13}\ \mathrm{cm^{-3}})(7.53\times10^4\ \mathrm{cm^2/Vs})=0.121\ \mathrm{S/cm}.$$

This equals 12.1 S/m, and the electronic heat conductivity is

$$\kappa_e=L\sigma T=(1.485\times10^{-8})(12.06)(50)\ \mathrm{W/(m\,K)}=8.96\times10^{-6}\ \mathrm{W/(m\,K)}.$$

The effective band density is $N_c=6.11\times10^{17}\ \mathrm{cm^{-3}}$, so $\eta=\ln(n/N_c)=-11.02$. The Seebeck coefficient is then $-(0.0862\ \mathrm{mV/K})(2+11.02)=-1.12$ mV/K, without phonon drag. The coefficient at $\mathcal E=0$ would be $2+(13.02)^2\approx171.5$ instead of 2.

## Where the factor 2 shifts

The percentages below are relative to the ideal $L$.

**Degeneracy.** Let $z=e^\eta\ll1$. To second order in $z$, the Fermi function gives

$$-\frac{\partial f_0}{\partial x}=ze^{-x}-2z^2e^{-2x}.$$

With the transport function $x$, its moments are $m_j=z(j+1)!\,(1-z/2^{j+1})$. To first order, $m_2/m_0=6(1+3z/8)$ and $(m_1/m_0)^2=4(1+z/2)$. Their difference is $2+z/4$. The relative shift is $z/8$, or $2\times10^{-4}$% here. At 50 K it reaches 1% near $5\times10^{16}\ \mathrm{cm^{-3}}$. In the opposite, strongly degenerate limit, $-\partial f_0/\partial x$ is narrow compared with $\eta$, and $\Xi$ is nearly constant across it. The variance becomes

$$\int_{-\infty}^{\infty}\frac{y^2\,dy}{4\cosh^2(y/2)}=\frac{\pi^2}{3},$$

the metallic value for elastic scattering. At $\eta=60$ the integrals give 3.287.

**Energy exchange with acoustic phonons.** A variational solution of the full acoustic collision operator needs no relaxation time. Its small parameter is $s=\hbar v_sk_T/k_BT$, with $k_T=\sqrt{2mk_BT}/\hbar$. For $s=0.01$ it gives 1.999978, which confirms the elastic limit. The model has $s=0.122$, and the shift is about $-0.16$% (six trial functions give $-0.17$%).

**Other changes of the transport function.** Suppose that $\Xi$ is multiplied by $1-h(x)$ with small $h$. The moments change by $\delta m_j=-\langle hx^j\rangle$, while the unperturbed values are $m_0=1$, $m_1=2$ and $m_2=6$. Varying $m_2/m_0-(m_1/m_0)^2$ gives

$$\frac{\delta L}{(k_B/e)^2}=-\langle h\,(x^2-6)\rangle+4\langle h\,(x-2)\rangle=-\left\langle h\left[(x-2)^2-2\right]\right\rangle .$$

Extra scattering lowers $L$ where it acts on energies far from the mean, and raises it where it acts within $\sqrt2$ of $x=2$.

For a nonparabolic band, $E(1+\alpha E)=\hbar^2k^2/2m$. Keeping $\tau\propto1/g$ makes $\Xi\propto v^2$, where

$$v^2=\frac{2E(1+\alpha E)}{m(1+2\alpha E)^2}\approx\frac{2E}{m}(1-3\alpha E).$$

Thus $h=3\alpha k_BTx$. With $\langle x^3\rangle=24$, the change in the factor is $-3\alpha k_BT(24-4\cdot6+2\cdot2)=-12\alpha k_BT$. For $\alpha=0.3\ \mathrm{eV^{-1}}$ and $k_BT=4.31$ meV this is $-0.0155$, or $-0.78$%. The integral without expansion gives $-0.76$%. This assumes a constant matrix element. In a two-band Kane model, the changing overlap of the Bloch states cancels much of the shift. It leaves about $-0.1$% if the valence states have the same deformation potential as the conduction states, and about $-0.3$% if they do not couple to the strain.

Ionized impurities of density $n$, with screened Coulomb scattering in the Born approximation and relative permittivity 16, add 1.7% to the acoustic rate at $E=2k_BT$. In this approximation they change $L$ by $-1.2$%. The value is only a rough guide, because the effective Rydberg energy, 10.6 meV, exceeds $k_BT$ and the Born approximation is then unreliable. Approximate partial-wave sums give $-0.7$ to $-0.8$%.

Electron–electron collisions conserve the total momentum but redistribute it among energies, so they cannot be described by a factor $1-h(x)$. A variational estimate with small-angle Coulomb collisions and a Coulomb logarithm of 4 to 5 gives a lowering of $L$ by roughly 3 to 3.5% when acoustic scattering is the only other process.

Nonpolar optical phonons of energy 37 meV, with coupling $5\times10^8$ eV/cm, change $L$ by $-1.2$% at 50 K, $-8.4$% at 100 K and $-3.7$% at 300 K. The other model parameters are held fixed, and holes are left out. Emission starts at $x=8.6$, 4.3 and 1.4 respectively. At the two lower temperatures, it acts entirely above $2+\sqrt2\approx3.4$, where added scattering lowers $L$. At 300 K it also acts in the range where added scattering raises $L$. This explains the smaller shift: if optical scattering is switched off within $\sqrt2$ of $x=2$, the change at 300 K becomes $-9.9$%.

**Holes.** Take a mirror-image valence band and let $r_h$ be the ratio of hole to electron density. Relative to $\mu$, the mean energies of the two populations differ by $(4+E_g/k_BT)k_BT$, because $np=N_c^2e^{-E_g/k_BT}$. The total variance is the variance within each population plus that between them:

$$\frac{L}{(k_B/e)^2}=2+\frac{r_h}{(1+r_h)^2}\left(4+\frac{E_g}{k_BT}\right)^2.$$

The squared factor is large, so even a trace of holes matters. For a fixed gap of 0.7 eV and $10^{13}$ donors per $\mathrm{cm^3}$, $L$ rises by 1% at about 215 K. Near room temperature the one-band value does not describe this lightly doped model.

## The model and real germanium

Without electron–electron collisions, the shifts at 50 K add up to about $-3$%, or $L\approx1.44\times10^{-8}\ \mathrm{W\,\Omega/K^2}$, with the Born impurity rate and a constant matrix element. With the partial-wave and Kane values they come to about $-2.3$%, or $1.45\times10^{-8}\ \mathrm{W\,\Omega/K^2}$. On top of these processes, electron–electron collisions are estimated to lower $L$ by a further 2 to 2.5%, less than they do alone, so the ideal value is probably too high by about 5%. The rough couplings and the Born approximation make this total uncertain. Real germanium has strongly anisotropic valleys, and its relaxation time may depend on direction as well as energy. If the direction dependence only multiplies $E^{-1/2}$, the transport function is still proportional to $E$ and the factor 2 survives. Phonon drag is a separate limit of the model, which keeps the phonons in equilibrium. In pure crystals at low temperature drag can be strong, and the heat currents of electrons and phonons are then coupled. Donors 10 meV deep would be almost fully ionized in the model. The neutral-to-ionized ratio is 0.03% if the donor ground state has only spin degeneracy, and 0.13% if the four valley states are degenerate too. The chosen carrier density is well above that of detector-grade crystals, which is roughly $10^{10}\ \mathrm{cm^{-3}}$.

The electronic heat current would be very hard to isolate in a bulk sample. Against a rough lattice conductivity of 500 W/(m K), the model's $\kappa_e$ is a fraction $1.8\times10^{-8}$. The field used to measure $\sigma$ must also be small. An electron gains energy at a rate $ebF^2$ in a field $F$, and loses it to acoustic phonons at a rate of order $mv_s^2/\tau$ once its excess energy is of order $k_BT$. With $b\sim e\tau/m$, the two balance at a field whose order of magnitude is $v_s/b$, or 7 V/cm here. The linear result requires fields well below this scale. The numerical output lists the inputs and main results, but not the electron–electron estimate, the partial-wave sum, the Kane overlap correction, the donor ratio with valley degeneracy or the case with optical scattering switched off near $x=2$.

## Computed results

```
Temperature: 50 K
Effective mass: 0.2 m0
Number of valleys: 4
Acoustic deformation potential: 10 eV
Elastic constant: 150 GPa
Mass density: 5.3 g/cm3
Sound speed: 5.32 km/s
Electron density: 1e+13 cm^-3
Thermal energy kB T: 4.309 meV
Effective band density: 6.109e+17 cm^-3
Reduced chemical potential eta: -11.02
Mean x: 2.000000
Mean x^2: 6.000000
(kB/e)^2: 7.42584e-09 W ohm/K2
2 (kB/e)^2: 1.48517e-08 W ohm/K2
L from direct heat flow: 1.48517e-08 W ohm/K2
Mean free path: 990.9 nm
Mobility: 7.53e+04 cm2/Vs
Electrical conductivity: 0.1206 S/cm
Seebeck coefficient: -1.122 mV/K
Electronic heat conductivity: 8.959e-06 W/(m K)
Lattice heat conductivity, rough input: 500 W/(m K)
Electronic/lattice ratio: 1.792e-08
Reduced L, constant tau: 2.5
Reduced L, tau as E^1.5: 4
Reduced coefficient without zero current: 171.5
Reduced L, ellipsoid long axis: 2.000000
Reduced L, ellipsoid short axis: 2.000000
Ellipsoid conductivity ratio short/long: 20
Reduced L, inelastic operator at s=0.01: 1.999978
Phonon parameter s in example: 0.1222
Bose excess of acoustic rate at 2 kB T: 0.663 %
Shift of L, inelastic acoustic: -0.166 %
Shift of L, degeneracy: 2.05e-04 %
Density for 1% degeneracy shift: 4.94e+16 cm^-3
Reduced L at eta=60: 3.287
Optical phonon energy: 37 meV
Optical coupling: 5e+08 eV/cm
Shift of L, optical, 50 K: -1.22 %
Shift of L, optical, 100 K: -8.38 %
Shift of L, optical, 300 K: -3.72 %
Relative permittivity: 16
Impurity/acoustic rate at 2 kB T: 1.72 %
Shift of L, impurities: -1.18 %
Nonparabolicity: 0.3 1/eV
Shift of L, nonparabolic: -0.761 %
Donor depth: 10 meV
Neutral/ionized donors: 0.033 %
Band gap: 0.7 eV
Temperature for 1% hole shift: 214.9 K
Carrier-heating field scale: 7.06 V/cm
```
